\section*{Second-order radical recombination in a pore: the algebraic concentration tail}

\section{What the dimensions fix}

Radicals enter a straight pore at $x=0$, diffuse inward with diffusivity $D$, and disappear when two of them recombine. Let $c(x)$ be their number per pore volume and $c_0$ its value just inside the mouth. The loss coefficient $k$ counts radicals, not events:
\begin{equation}
\left.\frac{dc}{dt}\right|_{\rm loss}=-k\,c^2 .
\end{equation}
Each event removes two radicals, so $k$ is twice the coefficient for pair events.

In a continuum description the unit in which radicals are counted is arbitrary, so amount may be given a dimension of its own. Then $c_0$ is amount per volume, $D$ is area per time, and $k$ is volume per amount and time. The one length that can be formed from them is $\sqrt{D/(kc_0)}$, hence
\begin{equation}
c(x)=c_0\,f\!\left(\frac{x}{\sqrt{D/(kc_0)}}\right),\qquad f(0)=1 .
\end{equation}
This already differs from first-order loss at rate $k_1c$, whose length $\sqrt{D/k_1}$ does not depend on concentration. Here the length grows as the radicals thin out, which suggests a tail slower than an exponential.

If the deep tail forgets $c_0$, then $f$ must fall as the inverse square of its argument, because only then does $c_0$ cancel. The tail would be a number times $D/(kx^2)$. The balance equation supplies the number.

\section{Simplest case: a pure power law}

In the steady state the diffusive flux $J=-D\,c'$ loses $kc^2$ per unit length and cross-section, $J'=-kc^2$. With constant $D$,
\begin{equation}
D\,c''=k\,c^2 . \label{balance}
\end{equation}
Try $c=Ax^{-p}$ with $A,p>0$:
\begin{equation}
D\,A\,p(p+1)\,x^{-p-2}=k\,A^2x^{-2p}.
\end{equation}
Equal powers require $p+2=2p$, so $p=2$. Equal coefficients then give $6D=kA$, and
\begin{equation}
c=\frac{6D}{k\,x^2}. \label{pure}
\end{equation}
The factor 6 is $p(p+1)$ at $p=2$. This solution is infinite at $x=0$. Since equation (\ref{balance}) does not contain $x$ explicitly, it may be shifted to $6D/[k(x+L)^2]$, and the mouth condition $c(0)=c_0$ fixes the shift:
\begin{equation}
c(x)=\frac{c_0}{(1+x/L)^2},\qquad L^2=\frac{6D}{k\,c_0}. \label{main}
\end{equation}

\section{Why no other profile is possible}

A second-order equation has a two-parameter family of solutions, so a successful guess is not enough. The second condition is that $c$ stays bounded and non-negative in a semi-infinite pore.

By (\ref{balance}), $c''\ge0$, so $c'$ never decreases. If $c'$ were positive at some depth, $c$ would from there on rise at least linearly, without bound. Hence $c'\le0$ everywhere, and $c'$ tends to a limit that is zero or negative. A negative limit would drive $c$ below zero, so $c'\to0$. The concentration itself falls towards a limit $c_\infty\ge0$. If $c_\infty$ were positive, $c''$ would tend to $kc_\infty^2/D>0$ and $c'$ would grow without bound. Therefore $c\to0$ as well.

Multiply (\ref{balance}) by $c'$. Both sides become derivatives:
\begin{equation}
\frac{d}{dx}\left(\frac D2\,c'^2\right)=\frac{d}{dx}\left(\frac k3\,c^3\right)
\quad\Rightarrow\quad c'^2=\frac{2k}{3D}\,c^3 . \label{first}
\end{equation}
The integration constant vanishes because $c$ and $c'$ both vanish at infinity. The concentration cannot reach zero at a finite depth: $c'$ would vanish there too, and the solution with $c=c'=0$ at a point is zero everywhere. Division by $c^{3/2}$ is therefore allowed. With the falling root $c'=-\sqrt{2k/3D}\;c^{3/2}$,
\begin{equation}
\frac{d}{dx}\,c^{-1/2}=-\frac12c^{-3/2}c'=\frac12\sqrt{\frac{2k}{3D}}=\sqrt{\frac{k}{6D}} .
\end{equation}
Integration from the mouth gives
\begin{equation}
c^{-1/2}=c_0^{-1/2}+x\sqrt{\frac{k}{6D}}=c_0^{-1/2}\left(1+\frac xL\right),
\end{equation}
which is (\ref{main}).

\subsection*{Flux, decay length and far tail}

The flux through the mouth is
\begin{equation}
J_0=-D\,c'(0)=\frac{2Dc_0}{L}=\sqrt{\frac{2kD}{3}}\;c_0^{3/2}. \label{flux}
\end{equation}
It must equal the total loss per unit cross-section, and it does:
\begin{equation}
\int_0^\infty kc^2\,dx=\frac{kc_0^2L}{3}=\frac{kc_0}{3}\,\frac{L^2c_0}{L}=\frac{2Dc_0}{L}.
\end{equation}
The exponent $3/2$ arises because a larger $c_0$ also steepens the profile. The local decay length,
\begin{equation}
-\frac{c}{c'}=\frac{L+x}{2},
\end{equation}
starts at $L/2$ and grows with depth, so no single exponential describes the profile. For $x\gg L$ the profile returns to (\ref{pure}): a stronger source raises the concentration near the mouth but hardly changes it far inside.

Equation (\ref{balance}) was also solved numerically, without use of (\ref{main}), in a pore $200L$ deep with a closed end. Down to $10L$ the largest relative difference from (\ref{main}) was $6\times10^{-7}$. Between $50L$ and $60L$ the slope of $\ln c$ against $\ln x$ was $-1.96$. Formula (\ref{main}) gives the slope $-2x/(L+x)$, which approaches $-2$ from above. With $c_0$ raised tenfold at fixed $D$ and $k$, the mouth flux rose by the factor $31.6=10^{3/2}$, while the concentration at a depth of 40 original $L$ rose by 3.4\%.

\section{Generalization: where $D$ and $k$ come from in a nanopore}

In a pore of diameter $d=2$ nm the gas atoms meet the wall far more often than each other. The pair loss considered here takes place between atoms adsorbed on the wall, and $D$ and $k$ have to be built from wall processes.

\subsection*{Flights through the gas}

Assume a long cylinder whose wall re-emits atoms diffusely, by the cosine law. Describe a flight by its angle $t$ to the cross-sectional plane and by the angle $b$, within that plane, from the inward normal. The cosine to the normal is $\cos t\cos b$ and the solid angle is $\cos t\,dt\,db$, so the normalized weight is $\cos^2t\,\cos b\,dt\,db/\pi$, with both angles between $-\pi/2$ and $\pi/2$. The chord has length $\ell=d\cos b/\cos t$ and axial part $z=d\cos b\tan t$. Hence
\begin{align}
\langle \ell\rangle&=\frac d\pi\int\cos t\,dt\int\cos^2b\,db=\frac d\pi\cdot2\cdot\frac\pi2=d,\\
\langle z^2\rangle&=\frac{d^2}\pi\int\sin^2t\,dt\int\cos^3b\,db=\frac{d^2}\pi\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.
\end{align}
Atoms leave the wall with speeds weighted by an extra factor of speed, so their mean inverse speed is $1/v$, where $v$ is the mean speed in the gas. A flight lasts $d/v$ on average. Successive axial steps are uncorrelated and have zero mean, so
\begin{equation}
D_K=\frac{\langle z^2\rangle}{2\,d/v}=\frac{d\,v}{3}.
\end{equation}

\subsection*{Atoms on the wall}

The gas strikes the wall at the rate $cv/4$ per area. Let each atom stick for a mean time $\tau$. If adsorption and desorption are fast compared with recombination, the adsorbed number per area is
\begin{equation}
\sigma=h\,c,\qquad h=\frac{v\tau}{4}.
\end{equation}
Adsorbed atoms diffuse with $D_s$ and are lost at the rate $\kappa\sigma^2$ per area, where $\kappa$ again counts atoms. For low coverage, the balance per unit length of pore, with cross-section $\pi d^2/4$ and perimeter $\pi d$, reads
\begin{equation}
\frac{\pi d^2}{4}D_K\,c''+\pi d\,D_s\,\sigma''=\pi d\,\kappa\,\sigma^2 .
\end{equation}
Insert $\sigma=hc$ and divide by $\pi d^2/4$. Equation (\ref{balance}) returns with
\begin{equation}
D=D_K+\frac{4h}{d}D_s,\qquad k=\frac{4}{d}\,\kappa h^2 . \label{lumped}
\end{equation}
Without wall mobility $D$ reduces to $D_K$. The second-order law survives because pairs meet on the wall while $\sigma$ stays proportional to $c$.

\subsection*{Numbers}

Take atomic oxygen at 30 mTorr and 300 K, so that $c_0=9.66\times10^{14}$ cm$^{-3}$ and $v=630$ m/s. The model parameters are an adsorption energy of 0.40 eV, a hopping barrier of 0.30 eV, an attempt rate $\nu=10^{13}$ s$^{-1}$ for both processes and a hop length $a=0.3$ nm. Then
\begin{equation}
\tau=\nu^{-1}e^{0.40\,{\rm eV}/k_BT}=5.2\times10^{-7}\ {\rm s},\qquad h=8.3\times10^4\ {\rm nm}.
\end{equation}
On a surface the mean square displacement is $4D_st$, and each hop adds $a^2$. Thus $D_s=\frac14a^2\nu e^{-0.30\,{\rm eV}/k_BT}=2.05\times10^{-8}$ cm$^2$/s. The reaction is assumed slow compared with hopping, $\kappa=0.05\,D_s=1.03\times10^{-9}$ cm$^2$/s. Equation (\ref{lumped}) gives
\begin{align}
D&=(4.20+3.39)\times10^{-3}=7.59\times10^{-3}\ {\rm cm^2/s},\\
k&=1.40\times10^{-6}\ {\rm cm^3/s},\qquad kc_0=1.35\times10^{9}\ {\rm s^{-1}},\\
L&=\sqrt{\frac{6\times7.59\times10^{-3}}{1.35\times10^9}}\ {\rm cm}=5.8\times10^{-6}\ {\rm cm}=58\ {\rm nm}.
\end{align}
The mouth flux is $2.5\times10^{18}$ cm$^{-2}$s$^{-1}$. At 100 nm, $c/c_0=(1+100/58)^{-2}=0.135$; at 300 nm it is 0.026. An exponential with the same mouth concentration and flux, $e^{-2x/L}$, would give 0.032 and $3.2\times10^{-5}$. At 300 nm the two differ by a factor of about 800.

The assumption of fast exchange can be judged from the chance that an adsorbed atom recombines before it desorbs, $\kappa\sigma_0\tau$. At the mouth, where $\sigma_0=0.080$ nm$^{-2}$, it is 0.0043. A numerical solution with separate gas and wall populations, exchanging at a finite rate, stayed within 0.10\% of (\ref{main}) down to $5L$. In it the adsorbed atoms at the mouth were held in equilibrium with the gas there; if no adsorbed atoms enter along the wall at the mouth, the deviation rises to about 2\%. Both figures treat gas flights as local diffusion; with the full cosine-law distribution of flight lengths the profile departs from the shifted power law by about 1\% down to $5L$. The coverage by atoms, $\sigma_0a^2$, is 0.7\%, so they hardly crowd each other. Adsorbed molecules of the background gas are left out of the model.

\section{Second case: a pore with a closed bottom}

A film has finite thickness $H$. If the bottom neither absorbs nor emits, $c'(H)=0$ and $c(H)=c_b>0$. The constant in (\ref{first}) is no longer zero. With $u=c/c_0$, $u_b=c_b/c_0$ and $k/D=6/(L^2c_0)$,
\begin{equation}
u'=-\frac2L\sqrt{u^3-u_b^3},\qquad \frac HL=\frac12\int_{u_b}^1\frac{du}{\sqrt{u^3-u_b^3}} . \label{closed}
\end{equation}

First the shallow limit, $H\ll L$. Then $u_b$ is close to 1 and $u^3-u_b^3\approx3(u-u_b)$. The integral gives $H/L\approx\sqrt{(1-u_b)/3}$, or $1-u_b\approx3H^2/L^2$. Direct integration of (\ref{balance}) with constant loss $kc_0^2$ gives $c_0-c_b=kc_0^2H^2/(2D)=3c_0H^2/L^2$, the same result.

For a deep pore substitute $u=u_bw$:
\begin{equation}
\frac HL=\frac{1}{2\sqrt{u_b}}\int_1^{1/u_b}\frac{dw}{\sqrt{w^3-1}} .
\end{equation}
Extend the integral to infinity and subtract the added piece, which for small $u_b$ is $\int_{1/u_b}^\infty w^{-3/2}dw=2\sqrt{u_b}$. The full integral follows from $w=s^{-1/3}$:
\begin{equation}
I=\int_1^\infty\!\frac{dw}{\sqrt{w^3-1}}=\frac13\int_0^1\! s^{-5/6}(1-s)^{-1/2}ds=\frac13B\!\left(\tfrac16,\tfrac12\right),
\end{equation}
where $B$ is the beta function. So $H/L=I/(2\sqrt{u_b})-1$, and
\begin{equation}
c_b=\frac{(I/2)^2\,c_0}{(1+H/L)^2},\qquad (I/2)^2=1.475 .
\end{equation}
At leading order for a deep pore, the closed bottom raises the local concentration by 47\% over the semi-infinite value, whatever the depth. A numerical solution for $H=300$ nm, or $5.2L$, gave the same factor 1.475. There $c_b/c_0$ is $1.475\times0.0263=0.039$. At $x=L$ the bottom changes $c$ by 0.05\%.

\section{Third case: some first-order loss}

Atoms may also be lost singly, for instance by reaction with a group on the wall. If each wall impact has the loss probability $\gamma_1$, the rate per pore volume is $(4/d)\gamma_1cv/4$, so $k_1=\gamma_1v/d$. The balance becomes
\begin{equation}
D\,c''=k\,c^2+k_1\,c .
\end{equation}
Multiply by $c'$ and integrate, with $c,c'\to0$ at infinity. With $\lambda^2=D/k_1$,
\begin{equation}
c'^2=\frac{2k}{3D}c^3+\frac{c^2}{\lambda^2}
\quad\Rightarrow\quad c'=-\frac c\lambda\sqrt{1+\frac{2kc}{3k_1}} .
\end{equation}
The root simplifies if $2kc/(3k_1)=1/\sinh^2y$, for then it equals $\coth y$. The same substitution gives $c'=-2c\,y'\coth y$. Comparison yields $y'=1/(2\lambda)$, hence
\begin{equation}
c=\frac{3k_1}{2k}\,\frac{1}{\sinh^2[(x+x_0)/2\lambda]},\qquad
\sinh^2\frac{x_0}{2\lambda}=\frac{3k_1}{2kc_0}. \label{mixed}
\end{equation}

For $x+x_0\ll\lambda$ the hyperbolic sine equals its argument, and $c=6k_1\lambda^2/[k(x+x_0)^2]=6D/[k(x+x_0)^2]$. As $k_1\to0$, $x_0\to L$ and (\ref{main}) is recovered. For $x+x_0\gg\lambda$,
\begin{equation}
c\approx\frac{6k_1}{k}\,e^{-(x+x_0)/\lambda}.
\end{equation}
Any nonzero first-order loss therefore ends the algebraic tail. Per radical, second-order loss weakens as $c$ falls while first-order loss does not, so the latter wins at sufficient depth.

In the example the second-order loss probability per wall impact is 0.0043 at the mouth and falls in proportion to $c$, reaching about $1.1\times10^{-4}$ at 300 nm. With $D$, $k$ and $c_0$ held fixed, (\ref{mixed}) gives for a semi-infinite pore:

\begin{center}
\begin{tabular}{ccc}
$\gamma_1$ & $\lambda$ (nm) & $c(300\,{\rm nm})$ relative to (\ref{main})\\
$10^{-5}$ & 491 & 0.96\\
$10^{-4}$ & 155 & 0.66\\
$10^{-3}$ & 49 & 0.04
\end{tabular}
\end{center}

\section{Fourth case: few radicals}

The opening argument treated amount as continuous. Pair recombination needs a partner, so the actual number of radicals matters. Gas and wall together hold
\begin{equation}
N=\frac{\pi d^2}{4}\left(1+\frac{4h}{d}\right)c_0\int_0^\infty\!\frac{dx}{(1+x/L)^2}
=\frac{\pi d^2}{4}\left(1+\frac{4h}{d}\right)c_0L
\end{equation}
radicals, and $N/(1+x/L)$ of them lie beyond $x$. In the example $N=29$, nearly all adsorbed. In this semi-infinite pore about five lie beyond 300 nm, and the number falls to one near $28L$. By that depth at the latest, the mean-field law $kc^2$ has lost its basis: a lone radical cannot recombine, although the square of its mean density is not zero.

A stochastic simulation followed individual radicals, removed in pairs, on ten cells of length $L/2$ with a closed end. Relative to the mean-field solution on the same cells, the mean number at $2L$ was about 3\% higher for $N=29$ and roughly 70\% higher for $N=1$; both figures carry sampling noise. The second figure belongs to this cell size and is not a universal constant. It shows the direction of the failure: with few radicals, (\ref{main}) predicts too little penetration.

\section{The example beside a real film}

The numbers are meant for a porous organosilicate low-k film in a downstream oxygen plasma. The pore size of 2 nm and the thickness of 300 nm are illustrative. The adsorption energy, hopping barrier and reaction factor are chosen round values, not measured ones, and $L$ is sensitive to them: with an adsorption energy of 0.35 or 0.45 eV instead of 0.40 eV, $L$ would be 316 or 16 nm. The smaller value is only a rough guide: at 0.45 eV the ratio $\kappa\sigma_0\tau$ is 0.2, so exchange is no longer fast compared with recombination, and the profile depends on how adsorbed atoms are supplied at the mouth. At 350 K, with pressure and energies unchanged, $L$ becomes 216 nm, chiefly because atoms desorb sooner and fewer pairs meet on the wall. The assumption most at risk is the absence of first-order loss. A fresh film carries methyl groups that consume oxygen atoms, and the table shows that in a semi-infinite pore a loss probability of $10^{-3}$ would cut the concentration at 300 nm to 4\% of the algebraic value. The example therefore supposes a wall already stripped of most of these groups. Stripping alone is not enough: gas atoms may also recombine with strongly bound oxygen atoms, and while the coverage of those stays fixed, this loss is first order too. By the table, the total first-order probability must be about $10^{-5}$ or less if first-order loss is to lower the concentration at 300 nm in a semi-infinite pore by no more than roughly 4\%. Loss probabilities reported for oxygen atoms on silica surfaces at room temperature are commonly $10^{-4}$ or larger, so a real film may well lie outside this regime. Real pores are also interconnected and winding, which a straight cylinder leaves out.

Supply at the mouth matters too. If the net inflow is estimated as $(c_{\rm out}-c_0)v/4$ and set equal to $2Dc_0/L$, the outside concentration exceeds $c_0$ by roughly 17\% of $c_0$. This crude estimate sends the whole flux through the gas and comes out too high: with cosine-law flights resolved, the excess is about 13\% if no adsorbed atoms enter along the wall, and about 3\% if those at the mouth are in equilibrium with the outside gas. The stated 30 mTorr thus refers to the gas just inside the mouth. Collisions in the gas matter little here. For an assumed atom diameter of 0.3 nm, gas-phase encounters would add only about $2\times10^{-4}$ of the wall loss at the mouth, even if every one led to recombination. At a total pressure of 1 Torr the mean free path estimated with the same diameter is about 80 $\mu$m, far above the pore diameter. The time to fill a depth $L$, estimated as $L^2(1+4h/d)/D$, is 0.7 ms, so a steady profile is reasonable for exposures of seconds if the wall changes slowly.

For this model, then, the algebraic profile holds in a window: second-order loss must far outweigh first-order loss at the depths considered, many radicals must remain deeper in the pore, and the closed bottom must be far away. With only about five radicals deeper, as at 300 nm in the semi-infinite example, the pairing of individual radicals already raises the mean concentration by several per cent. Near the bottom of a 300 nm film the closed-pore profile has to be used instead of (\ref{main}). The numerical output below lists the parameters and most of the results.

\section*{Table of computed values}
\begin{verbatim}
pore diameter 2.0 nm, film depth 300 nm
temperature 300 K
O pressure 30 mTorr, total 1 Torr
adsorption energy 0.40 eV, hop barrier 0.30 eV
attempt rate 1e+13 1/s, hop length 0.3 nm
reaction factor kappa/D_s 0.05
atom diameter for collisions 0.3 nm
mean speed v 630.1 m/s
mean chord 2.0000 nm
mean square axial step 2.6667 nm^2
mouth concentration c0 9.656e+14 cm^-3
residence time tau 5.245e-07 s
adsorption length h 8.261e+04 nm
adsorbed density at mouth 0.0798 nm^-2
wall diffusivity D_s 2.053e-08 cm^2/s
wall loss coefficient kappa 1.027e-09 cm^2/s
Knudsen part D_K 4.201e-03 cm^2/s
wall part of D 3.392e-03 cm^2/s
total D 7.593e-03 cm^2/s
k 1.401e-06 cm^3/s, k c0 1.353e+09 1/s
L 58.03 nm
mouth flux 2 D c0/L 2.527e+18 cm^-2 s^-1
x 50 nm: c/c0 0.2885, equal-flux exponential 1.78e-01
x 100 nm: c/c0 0.1348, equal-flux exponential 3.18e-02
x 200 nm: c/c0 0.0506, equal-flux exponential 1.01e-03
x 300 nm: c/c0 0.0263, equal-flux exponential 3.23e-05
largest relative profile error to 10 L 5.9e-07
log-log slope, 50 L to 60 L -1.963
tenfold c0: c at 40 L times 1.034
tenfold c0: mouth flux times 31.62
closed-bottom factor, formula 1.4746
closed-bottom factor, numerical 1.4746
closed bottom: change of c at x = L 0.05 %
recombination probability at mouth 4.29e-03
first-order probability 1e-05: lambda 491 nm, c(300 nm) times 0.957
first-order probability 1e-04: lambda 155 nm, c(300 nm) times 0.655
first-order probability 1e-03: lambda 49 nm, c(300 nm) times 0.038
two-phase deviation to 5 L 0.10 %
radicals in the semi-infinite pore N 29.1
discreteness excess at 2 L, this N 2.8 %
discreteness excess at 2 L, N = 1 72 %
supply drop outside mouth / c0 16.6 %
site coverage at mouth 0.72 %
gas encounters / wall loss, upper bound 1.8e-04
mean free path at total pressure 78 um
filling time of depth L 0.73 ms
L at 350 K, same pressure 216 nm
\end{verbatim}
